# Negative 180-Degree Wall Energy in Polar Hafnia: Error or Metastability?: test program

```python
"""
Claim under test: a 180-degree wall energy can be truly negative while the polar
crystal is a local minimum; a lower, antipolar stacking of its layers then exists.
Model energy per cross-section cell, in meV:
  E = sum_i [ D (u_i^2 - 1)^2 + J1 u_i u_(i+1) + J2 u_i u_(i+2) ]
u_i : polar amplitude of layer i (one polar cell thick);  D : double-well height
J1, J2 : first and second neighbour layer couplings (positive favours opposite signs)
Wall energy = (energy of ring with two walls - N * polar energy per layer) / 2.
Parameters are round numbers in the rough regime of hafnia, not computed from
first principles.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

D, J = 300.0, 15.0                      # meV per cell
side = 0.5e-9                           # m, cell edge
area, volume = side**2, side**3
P_unit = 0.50                           # C/m^2 at u = 1
temperature = 300.0                     # K
qe = const.e
kT = const.k * temperature / qe * 1e3   # meV


def ring_coupling(n, j1, j2=0.0):
    shift = np.roll(np.eye(n), 1, axis=0)
    shift2 = shift @ shift
    return j1 * (shift + shift.T) + j2 * (shift2 + shift2.T)


def relax(start, coupling, linear=0.0):
    """Newton relaxation to the local minimum that keeps the sign pattern."""
    start = np.array(start, float)
    u = start.copy()
    for _ in range(80):
        grad = 4 * D * u * (u**2 - 1) + coupling @ u + linear
        hess = np.diag(4 * D * (3 * u**2 - 1)) + coupling
        step = np.linalg.solve(hess, grad)
        u = u - step
        if np.max(np.abs(step)) < 1e-11:
            break
    grad = 4 * D * u * (u**2 - 1) + coupling @ u + linear
    hess = np.diag(4 * D * (3 * u**2 - 1)) + coupling
    assert np.max(np.abs(grad)) < 1e-7
    assert np.all(u * start > 0)
    np.linalg.cholesky(hess)            # fails unless this is a true minimum
    energy = np.sum(D * (u**2 - 1)**2) + 0.5 * u @ coupling @ u + linear * np.sum(u)
    return energy, u, hess


def explicit_energy(u, j1, j2=0.0):
    n = len(u)
    return sum(D * (u[i]**2 - 1)**2 + j1 * u[i] * u[(i + 1) % n]
               + j2 * u[i] * u[(i + 2) % n] for i in range(n))


def polar_energy(j1, j2=0.0):
    return relax(np.ones(8), ring_coupling(8, j1, j2))[0] / 8


def two_wall_energy(m, j1, j2=0.0):
    pattern = np.r_[np.ones(m), -np.ones(m)]
    return relax(pattern, ring_coupling(2 * m, j1, j2))[0]


def wall_energy(m, j1, j2=0.0):
    return (two_wall_energy(m, j1, j2) - 2 * m * polar_energy(j1, j2)) / 2


# Uniform and alternating states, relaxed numerically
E_pol, u_pol, H_pol = relax(np.ones(16), ring_coupling(16, J))
E_anti, u_anti, H_anti = relax(np.tile([1., -1.], 8), ring_coupling(16, J))
e_P, e_A, u_p, u_A = E_pol / 16, E_anti / 16, u_pol[0], u_anti[0]
assert abs(explicit_energy(u_anti, J) - E_anti) < 1e-8
assert abs(u_p**2 - (1 - J / (2 * D))) < 1e-9
assert abs(u_A**2 - (1 + J / (2 * D))) < 1e-9
assert abs(e_P - (J - J**2 / (4 * D))) < 1e-8
assert abs(e_A - (-J - J**2 / (4 * D))) < 1e-8

# No configuration may lie below the alternating state
rng = np.random.default_rng(4)
for _ in range(1000):
    trial = rng.uniform(-1.4, 1.4, 8)
    assert explicit_energy(trial, J) >= 8 * e_A - 1e-8

# Isolated wall against its expansion, for three coupling strengths
for j_test in (7.5, 15.0, 30.0):
    expansion = -2 * j_test + j_test**2 / (2 * D)
    assert abs(wall_energy(12, j_test) - expansion) < 0.2 * j_test**3 / D**2
sigmas = {m: wall_energy(m, J) for m in (1, 2, 4, 8, 16)}
sigma = sigmas[16]
assert sigma < 0 and abs(sigmas[16] - sigmas[8]) < 1e-6
assert abs(sigmas[1] + 2 * J) < 1e-8

# Local stability from finite differences of the explicit energy
stagger = np.tile([1., -1.], 4)


def staggered_curvature(j):
    base = np.sqrt(1 - j / (2 * D)) * np.ones(8)
    s = 1e-3
    return (explicit_energy(base + s * stagger, j) + explicit_energy(base - s * stagger, j)
            - 2 * explicit_energy(base, j)) / (8 * s**2)


for ratio in (0.05, 0.9, 1.1):
    assert abs(staggered_curvature(ratio * D) - 8 * D * (1 - ratio)) < 0.02
softest = np.linalg.eigvalsh(H_pol)[0]
assert abs(softest - staggered_curvature(J)) < 0.02


# Barrier for coherent reversal of alternate layers
def reversal_energy(v):
    best = minimize_scalar(lambda u: explicit_energy([u, v], J),
                           bounds=(0.6, 1.4), method="bounded",
                           options={"xatol": 1e-9})
    return best.fun - 2 * e_P


saddle = minimize_scalar(lambda v: -reversal_energy(v), bounds=(-0.3, 0.3),
                         method="bounded", options={"xatol": 1e-7})
coherent_barrier = -saddle.fun
assert abs(coherent_barrier - (D - 2 * J + J**2 / D)) < 0.1


# Lowest stacking among all sign patterns on a ring of eight layers
def lowest_pattern(j1, j2):
    coupling = ring_coupling(8, j1, j2)
    best_energy, best_signs = np.inf, None
    for tail in itertools.product((1, -1), repeat=7):
        signs = (1,) + tail
        energy = relax(signs, coupling)[0] / 8
        if energy < best_energy - 1e-7:
            best_energy, best_signs = energy, signs
    return best_energy - polar_energy(j1, j2), "".join("+" if s > 0 else "-" for s in best_signs)


cases = []
for j1, j2 in ((J, 0.0), (5.0, 10.0), (10.0, -8.0)):
    gain, signs = lowest_pattern(j1, j2)
    wall = wall_energy(12, j1, j2)
    anti = wall_energy(1, j1, j2)
    assert abs(wall - (-2 * j1 - 4 * j2)) < 0.05 * abs(wall)
    assert abs(anti - (-2 * j1 + j1 * j2 / D)) < 1e-7
    cases.append((j1, j2, wall, anti, gain, signs))
assert cases[0][5] == "+-+-+-+-" and cases[0][2] < 0
assert cases[1][5] == "++--++--" and cases[1][2] < 0
assert cases[2][5] == "+-+-+-+-" and cases[2][2] > 0

# A false negative: positive wall, but a frozen and unrelaxed bulk reference
J_ferro, u_frozen = -2.0, 0.97
bad_reference = explicit_energy([u_frozen] * 8, J_ferro) / 8
true_positive = wall_energy(16, J_ferro)
totals = {n: two_wall_energy(n // 2, J_ferro) for n in (8, 16, 32)}
false_sigma = {n: (totals[n] - n * bad_reference) / 2 for n in totals}
slope_reference = (totals[32] - totals[16]) / 16
cured = (totals[16] - 16 * slope_reference) / 2
assert true_positive > 0 and false_sigma[32] < 0
assert abs(cured - true_positive) < 1e-4


# Square patch of reversed cells inside one layer, neighbour layers held polar
def nucleus(K):
    L, linear = 16, 2 * J * u_p
    single = np.zeros((1, 1))
    base = relax([1.], single, linear)[0]
    delta = relax([-1.], single, linear)[0] - base
    lap = K * (2 * np.eye(L) - ring_coupling(L, 1.0))
    stripe = np.ones(L)
    stripe[:8] = -1
    edge = (relax(stripe, lap, linear)[0] - L * base - 8 * delta) / 2
    sheet = np.kron(lap, np.eye(L)) + np.kron(np.eye(L), lap)
    sizes, energies = np.arange(3, 11), []
    for n in sizes:
        start = np.ones((L, L))
        start[:n, :n] = -1
        energies.append(relax(start.ravel(), sheet, linear)[0] - L * L * base)
    energies = np.array(energies)
    corner = energies - 4 * sizes * edge - sizes**2 * delta
    assert np.ptp(corner) < 1.0 and delta < 0 < edge
    top = int(np.argmax(energies))
    return edge, delta, corner[-1], int(sizes[top]), energies[top]


nuclei = {K: nucleus(K) for K in (50.0, 100.0)}

# Electric field at which polar and antipolar energies cross
C2 = ring_coupling(2, J)


def field_difference(f):
    return relax([1., 1.], C2, -f)[0] - relax([1., -1.], C2, -f)[0]


f_cross = brentq(field_difference, 1.0, 100.0)
assert abs(f_cross / (2 * J / u_p) - 1) < 0.005


def to_MV_per_cm(f):
    return f * 1e-3 * qe / (P_unit * volume) / 1e8


# Largest field at which the reversed sublattice keeps a stationary state
def well_slope(u):
    return 4 * D * u * (u**2 - 1)


forces = []
for v in np.linspace(-0.9, -0.2, 701):
    target = well_slope(v) - 2 * J * v
    u_up = brentq(lambda u: well_slope(u) - 2 * J * u - target, 0.9, 1.6)
    forces.append(well_slope(v) + 2 * J * u_up)
f_limit = max(forces)
assert abs(f_limit / (8 * D / (3 * np.sqrt(3)) + 2 * J) - 1) < 0.02

# Neglected effects: depolarization, strain, thermal free energy
film, eps_film, gap, eps_gap = 10e-9, 30.0, 0.5e-9, 20.0
P_film = P_unit * u_p
E_film, E_gap = np.linalg.solve(
    [[film, gap], [const.epsilon_0 * eps_film, -const.epsilon_0 * eps_gap]],
    [0.0, -P_film])
stored = 0.5 * const.epsilon_0 * (eps_film * E_film**2 * film + eps_gap * E_gap**2 * gap)
depol = stored / film * volume / qe * 1e3
E_formula = P_film / (const.epsilon_0 * (eps_film + eps_gap * film / gap))
assert abs(depol / (0.5 * P_film * E_formula * volume / qe * 1e3) - 1) < 1e-9
strain, modulus = 0.005, 200e9
strain_energy = 0.5 * modulus * strain**2 * volume / qe * 1e3
thermal = 0.5 * kT * (np.linalg.slogdet(H_anti)[1] - np.linalg.slogdet(H_pol)[1]) / 16
assert abs(thermal / (0.5 * kT * np.log((8*D + 6*J) / (8*D - 6*J))) - 1) < 0.002
breakdown = 4.0                         # MV/cm, rough typical input

print(f"Input well height D = {D:.0f} meV, coupling J = {J:.0f} meV per cell")
print(f"Input cell edge = {side*1e9:.2f} nm, P at u=1 = {P_unit*100:.0f} uC/cm2")
print(f"Polar amplitude = {u_p:.4f}, antipolar amplitude = {u_A:.4f}")
print(f"Polar energy = {e_P:.4f} meV, antipolar energy = {e_A:.4f} meV per cell")
print(f"Antipolar minus polar = {e_A-e_P:.4f} meV per cell")
for m, value in sigmas.items():
    print(f"Domain width {m} layers: wall energy = {value:.5f} meV per cell")
print(f"Wall energy shift, width 8 to 16 = {abs(sigmas[16]-sigmas[8]):.1e} meV")
print(f"Second-order wall formula = {-2*J+J**2/(2*D):.4f} meV per cell")
print(f"Isolated wall energy = {sigma*qe/area:.2f} mJ/m2")
print(f"Softest polar curvature = {softest:.1f} meV (positive: local minimum)")
print(f"Coherent reversal barrier = {coherent_barrier:.2f} meV per reversed cell")
for j1, j2, wall, anti, gain, signs in cases:
    print(f"J1 = {j1:.0f}, J2 = {j2:.0f} meV: isolated wall = {wall:.2f} meV per cell")
    print(f"  +- order minus polar = {anti:.2f} meV; lowest {signs} at {gain:.2f} meV")
print(f"False-negative test: J = {J_ferro:.0f} meV, frozen reference u = {u_frozen:.2f}")
print(f"  true wall energy = {true_positive:.3f} meV per cell")
for n, value in false_sigma.items():
    print(f"  {n} layers, bad reference: apparent wall energy = {value:.3f} meV")
print(f"  two-size slope reference: wall energy = {cured:.3f} meV")
for K, (edge, delta, corner, n_top, barrier) in nuclei.items():
    print(f"In-plane coupling K = {K:.0f} meV: edge = {edge:.1f} meV per cell edge")
    print(f"  area term = {delta:.2f} meV per cell, corner constant = {corner:.1f} meV")
    print(f"  highest square patch: side {n_top} cells, {barrier/1e3:.3f} eV = {barrier/kT:.0f} kT")
print(f"Polar-antipolar crossing field = {to_MV_per_cm(f_cross):.3f} MV/cm")
print(f"Reversal field without nucleation = {to_MV_per_cm(f_limit):.2f} MV/cm")
print(f"Rough breakdown field (input) = {breakdown:.0f} MV/cm")
print(f"Film {film*1e9:.0f} nm, permittivity {eps_film:.0f}; interface {gap*1e9:.1f} nm, {eps_gap:.0f}")
print(f"Depolarizing field = {abs(E_film)/1e8:.2f} MV/cm, energy = {depol:.1f} meV per cell")
print(f"Strain {strain*100:.1f} %, modulus {modulus/1e9:.0f} GPa: {strain_energy:.2f} meV per cell")
print(f"Temperature = {temperature:.0f} K, kT = {kT:.2f} meV")
print(f"Thermal shift of antipolar minus polar = {thermal:+.2f} meV per cell")
print("checks complete")
```

Running it gives:

```
Input well height D = 300 meV, coupling J = 15 meV per cell
Input cell edge = 0.50 nm, P at u=1 = 50 uC/cm2
Polar amplitude = 0.9874, antipolar amplitude = 1.0124
Polar energy = 14.8125 meV, antipolar energy = -15.1875 meV per cell
Antipolar minus polar = -30.0000 meV per cell
Domain width 1 layers: wall energy = -30.00000 meV per cell
Domain width 2 layers: wall energy = -29.62500 meV per cell
Domain width 4 layers: wall energy = -29.62740 meV per cell
Domain width 8 layers: wall energy = -29.62740 meV per cell
Domain width 16 layers: wall energy = -29.62740 meV per cell
Wall energy shift, width 8 to 16 = 1.4e-14 meV
Second-order wall formula = -29.6250 meV per cell
Isolated wall energy = -18.99 mJ/m2
Softest polar curvature = 2280.0 meV (positive: local minimum)
Coherent reversal barrier = 270.75 meV per reversed cell
J1 = 15, J2 = 0 meV: isolated wall = -29.63 meV per cell
  +- order minus polar = -30.00 meV; lowest +-+-+-+- at -30.00 meV
J1 = 5, J2 = 10 meV: isolated wall = -49.29 meV per cell
  +- order minus polar = -9.83 meV; lowest ++--++-- at -24.90 meV
J1 = 10, J2 = -8 meV: isolated wall = 11.85 meV per cell
  +- order minus polar = -20.27 meV; lowest +-+-+-+- at -20.27 meV
False-negative test: J = -2 meV, frozen reference u = 0.97
  true wall energy = 4.007 meV per cell
  8 layers, bad reference: apparent wall energy = -0.671 meV
  16 layers, bad reference: apparent wall energy = -5.348 meV
  32 layers, bad reference: apparent wall energy = -14.703 meV
  two-size slope reference: wall energy = 4.007 meV
In-plane coupling K = 50 meV: edge = 95.9 meV per cell edge
  area term = -59.24 meV per cell, corner constant = -16.0 meV
  highest square patch: side 3 cells, 0.601 eV = 23 kT
In-plane coupling K = 100 meV: edge = 183.9 meV per cell edge
  area term = -59.24 meV per cell, corner constant = -63.9 meV
  highest square patch: side 6 cells, 2.217 eV = 86 kT
Polar-antipolar crossing field = 0.779 MV/cm
Reversal field without nucleation = 12.74 MV/cm
Rough breakdown field (input) = 4 MV/cm
Film 10 nm, permittivity 30; interface 0.5 nm, 20
Depolarizing field = 1.30 MV/cm, energy = 25.0 meV per cell
Strain 0.5 %, modulus 200 GPa: 1.95 meV per cell
Temperature = 300 K, kT = 25.85 meV
Thermal shift of antipolar minus polar = +0.97 meV per cell
checks complete
```
